# Vacuum polarization by a charged scalar loop, compared with a spinor loop: a numerical check

```python
"""
One-loop vacuum polarization of a charged scalar compared with a Dirac spinor
of the same charge and mass m.  Result under test (Q = Euclidean momentum):
  U_scalar = (alpha/4 pi) Int_0^1 dx (1-2x)^2 ln(1 + x(1-x) Q^2/m^2)
  U_spinor = (2 alpha/pi) Int_0^1 dx x(1-x)   ln(1 + x(1-x) Q^2/m^2)
The Coulomb interaction is multiplied by 1/(1-U).  The ratio scalar/spinor is
1/8 for the Q^2 coefficient (contact shift) and 1/4 for the slope in ln Q^2.
P is defined by Pi_mu_nu = (Q^2 delta - Q Q) P, and U = P(0) - P(Q).
Loop tensors use hbar = c = e^2 = 1; atomic shifts use Hartree units.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad

alpha = constants.fine_structure
pi = np.pi
hartree_MHz = constants.physical_constants["hartree-hertz relationship"][0] / 1e6

# ---------- loop tensors integrated directly in four dimensions ----------
s1 = np.array([[0, 1], [1, 0]], complex)
s2 = np.array([[0, -1j], [1j, 0]])
s3 = np.diag([1.0 + 0j, -1.0])
gam = np.array([np.kron(s2, s) for s in (s1, s2, s3)] + [np.kron(s1, np.eye(2))])
for i in range(4):
    for j in range(4):
        anti = gam[i] @ gam[j] + gam[j] @ gam[i]
        assert np.allclose(anti, 2 * (i == j) * np.eye(4))
# trace of gamma_m gamma_a gamma_m gamma_b, with m not summed
trace4 = np.einsum("mij,ajk,mkl,bli->mab", gam, gam, gam, gam).real
trace2 = np.einsum("mij,mji->m", gam, gam).real


def regulators(M2):
    """Pauli-Villars weights and squared masses for a loop mass of 1."""
    return np.array([1.0, -2.0, 1.0]), np.array([1.0, M2, 2 * M2 - 1.0])


def loop_tensor(kind, Q, M2, scale):
    """Return (longitudinal, transverse) parts of the loop and the seagull."""
    t, w = np.polynomial.legendre.leggauss(160)
    t, w = (t + 1) / 2, w / 2
    k = (scale * t / (1 - t))[:, None]
    dk = (w * scale / (1 - t) ** 2)[:, None]
    y, wy = np.polynomial.legendre.leggauss(64)
    theta, dtheta = (pi * (y + 1) / 2)[None, :], (pi * wy / 2)[None, :]
    measure = 4 * pi * k**3 * dk * np.sin(theta) ** 2 * dtheta / (2 * pi) ** 4
    K = np.zeros((4, k.size, theta.size))
    K[0], K[1] = k * np.cos(theta), k * np.sin(theta)
    a, b = K.copy(), K.copy()
    a[0] -= Q / 2
    b[0] += Q / 2
    a2, b2 = (a**2).sum(axis=0), (b**2).sum(axis=0)
    integrand = np.zeros_like(K)
    sea = np.zeros_like(a2)
    if kind == "spinor":
        slash = np.einsum("mab,aij,bij->mij", trace4, a, b)
    for c, m2 in zip(*regulators(M2)):
        denominator = (a2 + m2) * (b2 + m2)
        if kind == "scalar":
            integrand -= c * 4 * K**2 / denominator
            sea += 2 * c / (k**2 + m2)
        else:
            integrand -= c * (m2 * trace2[:, None, None] - slash) / denominator
    diagonal = (integrand * measure).sum(axis=(1, 2))
    return diagonal[0], diagonal[1:].mean(), (sea * measure).sum()


def P_formula(kind, Q, M2):
    """Regulated polarization function from the Feynman-parameter formula."""
    c, m2 = regulators(M2)

    def f(x):
        weight = (1 - 2*x)**2 / (16*pi**2) if kind == "scalar" else x*(1-x)/(2*pi**2)
        return -weight * np.sum(c * np.log(m2 + x * (1 - x) * Q**2))
    return quad(f, 0, 1, epsabs=1e-13)[0]


Q_test, M2_test = 2.0, 9.0
L0, T0, sea0 = loop_tensor("scalar", Q_test, M2_test, 3.0)
L1, T1, _ = loop_tensor("spinor", Q_test, M2_test, 3.0)
P0, P1 = (T0 + sea0) / Q_test**2, T1 / Q_test**2
P0_formula = P_formula("scalar", Q_test, M2_test)
P1_formula = P_formula("spinor", Q_test, M2_test)
# tolerances allow for roundoff in the cancelling large-momentum tails
assert abs(L0 + sea0) < 1e-6 and abs(L1) < 1e-6
assert abs(sea0) > 1e-2
assert abs(P0 - P0_formula) < 1e-6
assert abs(P1 - P1_formula) < 1e-6
c_reg, m2_reg = regulators(M2_test)
sea_closed = 2 * np.sum(c_reg * m2_reg * np.log(m2_reg)) / (16 * pi**2)
assert abs(sea0 - sea_closed) < 1e-6
Lz, Tz, sea_z = loop_tensor("scalar", 0.0, M2_test, 3.0)
assert abs(Lz + sea_z) < 1e-6 and abs(Tz + sea_z) < 1e-6

# ---------- subtracted functions; v = |1-2x| is the pair velocity ----------
u, wu = np.polynomial.legendre.leggauss(240)
u, wu = (u + 1) / 2, wu / 2
v_grid, dv = 1 - u**3, 3 * u**2 * wu


def U(kind, q):
    """Screening function at q = Q/m."""
    v = v_grid
    weight = v**2 / 4 if kind == "scalar" else (1 - v**2) / 2
    return alpha / pi * np.sum(dv * weight * np.log1p((1 - v**2) * q**2 / 4))


def R(kind, v):
    """Spectral weight of the pair continuum."""
    return v**3 / 4 if kind == "scalar" else v * (3 - v**2) / 2


# heavy regulators drop out; the leftover is of relative size m^2/M^2
for kind in ("scalar", "spinor"):
    P_direct = []
    for Q in (1.0, 2.0):
        _, T, sea = loop_tensor(kind, Q, 2500.0, 5.0)
        P_direct.append((T + sea) / Q**2)
    rise = (U(kind, 2.0) - U(kind, 1.0)) / (4 * pi * alpha)
    assert abs((P_direct[0] - P_direct[1]) / rise - 1) < 3e-3

# spectral form against the Feynman-parameter form
for kind in ("scalar", "spinor"):
    for q in (0.3, 3.0, 30.0):
        spectral = alpha / (3 * pi) * q**2 * quad(
            lambda v: 2 * v * R(kind, v) / (4 + (1 - v**2) * q**2), 0, 1)[0]
        assert abs(spectral / U(kind, q) - 1) < 1e-6

# low-momentum coefficients and high-momentum slopes
q_low, q_high = 1e-3, 1e3
low = {s: U(s, q_low) / (alpha * q_low**2) for s in ("scalar", "spinor")}
slope = {s: (U(s, q_high * 1.1) - U(s, q_high / 1.1)) / (4 * alpha * np.log(1.1))
         for s in ("scalar", "spinor")}
assert abs(low["scalar"] * 120 * pi - 1) < 1e-5
assert abs(low["spinor"] * 15 * pi - 1) < 1e-5
assert abs(low["scalar"] / low["spinor"] - 1 / 8) < 1e-5
assert abs(slope["scalar"] * 12 * pi - 1) < 1e-4
assert abs(slope["spinor"] * 3 * pi - 1) < 1e-4
assert abs(slope["scalar"] / slope["spinor"] - 1 / 4) < 1e-4
log_high = np.log(q_high**2)
assert abs(U("scalar", q_high) * 12 * pi / alpha - (log_high - 8 / 3)) < 1e-3
assert abs(U("spinor", q_high) * 3 * pi / alpha - (log_high - 5 / 3)) < 1e-3
moment = {s: quad(lambda v: 2 * v * R(s, v), 0, 1)[0] for s in ("scalar", "spinor")}
assert abs(moment["scalar"] - 1 / 10) < 1e-10
assert abs(moment["spinor"] - 4 / 5) < 1e-10

q_table = [0.1, 1.0, 10.0, 100.0, 1000.0]
table = [(q, U("scalar", q), U("spinor", q)) for q in q_table]
ratios = np.array([a / b for _, a, b in table])
assert np.all(np.diff(ratios) > 0) and ratios[0] > 1 / 8 and ratios[-1] < 1 / 4


# ---------- hydrogenic 1s shifts in Hartree units ----------
def shift_momentum(kind, Z, mass):
    """First-order shift from U and the momentum-space 1s density."""
    g, wg = np.polynomial.legendre.leggauss(500)
    lnQ, dlnQ = 6 + 16 * g, 16 * wg
    Q = np.exp(lnQ)
    density = 16 * Z**4 / (4 * Z**2 + Q**2) ** 2
    screening = np.array([U(kind, p * alpha / mass) for p in Q])
    return -2 * Z / pi * np.sum(dlnQ * Q * density * screening)


def shift_spectral(kind, Z, mass):
    """Same shift from a superposition of Yukawa potentials."""
    mc = mass / alpha

    def f(v):
        return 2*v*R(kind, v) * 4*Z**3 / (2*Z*np.sqrt(1 - v*v) + 2*mc)**2
    return -alpha * Z / (3 * pi) * quad(f, 0, 1, epsabs=0, epsrel=1e-10)[0]


def shift_contact(kind, Z, mass):
    strength = 1 / 30 if kind == "scalar" else 4 / 15
    return -strength * alpha**3 * Z**4 / (pi * mass**2)


cases = [(1, 1), (10, 1), (1, 100)]
shifts = {}
for Z, mass in cases:
    for kind in ("scalar", "spinor"):
        full = shift_momentum(kind, Z, mass)
        assert abs(full / shift_spectral(kind, Z, mass) - 1) < 1e-5
        shifts[kind, Z, mass] = (full, shift_contact(kind, Z, mass))
for kind in ("scalar", "spinor"):
    full, contact = shifts[kind, 1, 100]
    assert abs(full / contact - 1) < 5e-4
assert abs(shifts["scalar", 1, 100][0] / shifts["spinor", 1, 100][0] - 1/8) < 1e-4

# ---------- output ----------
print("Direct loop test: e^2=1, m=1, Q=%.1f, M^2=%.1f" % (Q_test, M2_test))
print("seagull (units m^2): %.6f" % sea0)
print("longitudinal scalar bubble (units m^2): %.6f" % L0)
print("|longitudinal sum| below 1e-6:", abs(L0 + sea0) < 1e-6)
print("P scalar, direct and formula: %.6f %.6f" % (P0, P0_formula))
print("P spinor, direct and formula: %.6f %.6f" % (P1, P1_formula))
print("U m^2/(alpha Q^2) at small Q (dimensionless):")
print("  scalar %.7f  spinor %.7f  ratio %.5f"
      % (low["scalar"], low["spinor"], low["scalar"] / low["spinor"]))
print("dU/dlnQ^2 / alpha at Q=1000 m (dimensionless):")
print("  scalar %.6f  spinor %.6f  ratio %.5f"
      % (slope["scalar"], slope["spinor"], slope["scalar"] / slope["spinor"]))
print("spectral moments: scalar %.4f  spinor %.4f"
      % (moment["scalar"], moment["spinor"]))
print("Q/m, U scalar, U spinor, ratio (dimensionless):")
for (q, a, b), ratio in zip(table, ratios):
    print("  %7.1f  %.4e  %.4e  %.4f" % (q, a, b, ratio))
print("1/alpha at Q=0: %.4f" % (1 / alpha))
print("1/alpha at Q=1000 m, scalar loop only: %.4f" % ((1 - table[-1][1]) / alpha))
print("1/alpha at Q=1000 m, spinor loop only: %.4f" % ((1 - table[-1][2]) / alpha))
print("1s shifts in hartree (loop mass in electron masses):")
for Z, mass in cases:
    print("Z=%d, loop mass=%d" % (Z, mass))
    for kind in ("scalar", "spinor"):
        full, contact = shifts[kind, Z, mass]
        print("  %s contact %.5e  full %.5e  full/contact %.5f"
              % (kind, contact, full, full / contact))
    print("  full scalar/spinor ratio %.5f"
          % (shifts["scalar", Z, mass][0] / shifts["spinor", Z, mass][0]))
print("1 hartree / h = %.6e MHz" % hartree_MHz)
for kind in ("scalar", "spinor"):
    print("Z=1, mass 1, %s contact shift: %.3f MHz"
          % (kind, shifts[kind, 1, 1][1] * hartree_MHz))
print("all assertions hold")
```

Running it gives:

```
Direct loop test: e^2=1, m=1, Q=2.0, M^2=9.0
seagull (units m^2): 0.109105
longitudinal scalar bubble (units m^2): -0.109105
|longitudinal sum| below 1e-6: True
P scalar, direct and formula: 0.002755 0.002755
P spinor, direct and formula: 0.009333 0.009333
U m^2/(alpha Q^2) at small Q (dimensionless):
  scalar 0.0026526  spinor 0.0212207  ratio 0.12500
dU/dlnQ^2 / alpha at Q=1000 m (dimensionless):
  scalar 0.026524  spinor 0.106103  ratio 0.24998
spectral moments: scalar 0.1000  spinor 0.8000
Q/m, U scalar, U spinor, ratio (dimensionless):
      0.1  1.9343e-07  1.5469e-06  0.1250
      1.0  1.8110e-05  1.4037e-04  0.1290
     10.0  4.1781e-04  2.3193e-03  0.1801
    100.0  1.2676e-03  5.8413e-03  0.2170
   1000.0  2.1581e-03  9.4065e-03  0.2294
1/alpha at Q=0: 137.0360
1/alpha at Q=1000 m, scalar loop only: 136.7403
1/alpha at Q=1000 m, spinor loop only: 135.7470
1s shifts in hartree (loop mass in electron masses):
Z=1, loop mass=1
  scalar contact -4.12311e-09  full -4.09376e-09  full/contact 0.99288
  spinor contact -3.29849e-08  full -3.26917e-08  full/contact 0.99111
  full scalar/spinor ratio 0.12522
Z=10, loop mass=1
  scalar contact -4.12311e-05  full -3.84543e-05  full/contact 0.93265
  spinor contact -3.29849e-04  full -3.02414e-04  full/contact 0.91683
  full scalar/spinor ratio 0.12716
Z=1, loop mass=100
  scalar contact -4.12311e-13  full -4.12281e-13  full/contact 0.99993
  spinor contact -3.29849e-12  full -3.29819e-12  full/contact 0.99991
  full scalar/spinor ratio 0.12500
1 hartree / h = 6.579684e+09 MHz
Z=1, mass 1, scalar contact shift: -27.129 MHz
Z=1, mass 1, spinor contact shift: -217.030 MHz
all assertions hold
```
